# Mean and median recoil energies in screened ion collisions

**Question**

I am looking at 100 keV antimony ions implanted into silicon. The nuclear stopping is about 1970 eV/nm. If I count collisions that give a silicon atom at least 15 eV, roughly enough to displace it, the ion makes one every 0.98 nm. Dividing energy by number gives about 1.9 keV per recoil. May I picture a typical struck silicon atom as leaving with about 2 keV? If not, what is the 2 keV good for?

**Answer**

Your division gives the correct mean. To see whether it is also typical, you need the distribution of recoil energies, and this follows from where the ions are aimed.

**From impact parameter to recoil energy**

Take one ion of energy \(E\), mass \(M_1\) and speed \(v\), and one free atom of mass \(M_2\) at rest. The collision is elastic and classical, and the target is random, so there is no channelling. All distributions below are per collision at fixed \(E\).

In the centre-of-mass frame the atom first moves at speed \(V_0=M_1v/(M_1+M_2)\). The collision turns its velocity through an angle \(\theta\) without changing its magnitude, so the velocity changes by \(2V_0\sin(\theta/2)\). In the laboratory the atom started at rest, so this change is its final speed. With \(v^2=2E/M_1\), the recoil energy is

\[
T=\tfrac12M_2\,4V_0^2\sin^2\frac\theta2=T_m\sin^2\frac\theta2,\qquad
T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .
\]

Here \(T_m=0.6092\times100\) keV \(=60.9\) keV.

The angle depends on the impact parameter \(b\). For separation \(r\), polar angle \(\varphi\) and reduced mass \(\mu\), angular momentum gives \(r^2\dot\varphi=vb\). Energy conservation gives

\[
\tfrac12\mu\dot r^2+\tfrac12\mu v^2\frac{b^2}{r^2}+V(r)=E_c,\qquad
E_c=\tfrac12\mu v^2=\frac{M_2E}{M_1+M_2}.
\]

Hence \(|\dot r|=v\sqrt{1-V/E_c-b^2/r^2}\). Dividing \(\dot\varphi\) by \(|\dot r|\) gives \(|d\varphi/dr|\). The inward and outward halves of the path sweep equal angles, together \(\pi-\theta\), so

\[
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}},
\]

where \(r_0\) is the closest approach, at which the root vanishes.

For the interaction I use the universal Ziegler–Biersack–Littmark potential,

\[
V(r)=\frac{Z_1Z_2e^2}{r}\sum_i c_i e^{-\kappa_i r},\qquad
\kappa_i=\frac{d_i}{a},\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]

with \(e^2\) short for \(e^2/4\pi\varepsilon_0\), \(a_0\) the Bohr radius, \(c_i=(0.18175,\,0.50986,\,0.28022,\,0.02817)\) and \(d_i=(3.1998,\,0.94229,\,0.4029,\,0.20162)\). For Sb on Si, \(Z_1Z_2e^2=1028\) eV nm and \(a=0.0109\) nm. Integrating Newton's equations for both bodies at three impact parameters reproduced the recoil energies from the scattering integral, with a largest relative difference of \(1.6\times10^{-10}\).

**The median needs one impact parameter**

Let \(T(b)\) fall steadily with \(b\), and define \(b_c\) by \(T(b_c)=T_c\), the cutoff. The counted collisions are those with \(b<b_c\), so their cross section is \(\sigma=\pi b_c^2\). Aim points are uniform in area. The fraction of counted collisions inside \(b\) is therefore

\[
u=\frac{\pi b^2}{\pi b_c^2}=\frac{b^2}{b_c^2},
\]

and \(u\) is uniform between 0 and 1. Closer collisions give larger recoils, so half of the recoils exceed the value at \(u=1/2\):

\[
T_{\rm med}=T\!\left(\frac{b_c}{\sqrt2}\right),\qquad
\langle T\rangle=\int_0^1T\,du=\frac{2}{b_c^2}\int_0^{b_c}T(b)\,b\,db .
\]

For your case \(T_c=15\) eV gives \(b_c=0.0808\) nm. Then \(b_c/\sqrt2=0.0571\) nm, and the recoil there is

\[
T_{\rm med}\approx120\ \text{eV}.
\]

For the mean, \(\sigma=\pi(0.0808\ \text{nm})^2=0.0205\ \text{nm}^2\). The nuclear stopping cross section is 39.4 eV nm², of which 99.7% comes from counted recoils:

\[
\langle T\rangle=\frac{0.997\times39.4\ \text{eV nm}^2}{0.0205\ \text{nm}^2}\approx1.92\ \text{keV}.
\]

The mean is 16 times the median, so 2 keV is not the energy of a typical recoil in the sense of the median. Counting recoils over a square lattice of aim points gives the same two values, 120 eV and 1.92 keV.

**Why the median is so low**

Half of the counted collisions fall in the ring between \(b_c/\sqrt2\) and \(b_c\). The recoil is 15 eV at the outer edge of this ring and only eight times larger at the inner edge, so the median stays tied to the low cutoff. A simple approximation shows how \(T\) varies there. For small deflections, let the ion pass on a straight line at constant speed while the atom stays put. With \(z=vt\), the momentum given to the atom has magnitude

\[
p=-\frac1v\frac{d}{db}\int_{-\infty}^{\infty}V\!\left(\sqrt{b^2+z^2}\right)dz .
\]

Put \(z=b\sinh q\), so that \(r=b\cosh q\) and \(dz/r=dq\). Each term of the potential then contains

\[
\int_{-\infty}^{\infty}\frac{e^{-\kappa r}}{r}dz
=\int_{-\infty}^{\infty}e^{-\kappa b\cosh q}dq=2K_0(\kappa b),
\]

with \(K_0\) a modified Bessel function. Since \(K_0'=-K_1\), the two minus signs cancel:

\[
p=\frac{2Z_1Z_2e^2}{v}\sum_i c_i\kappa_iK_1(\kappa_i b),
\]

\[
T\approx\frac{p^2}{2M_2}=\frac{M_1}{M_2}\frac{(Z_1Z_2e^2)^2}{E}
\left[\sum_i c_i\kappa_iK_1(\kappa_i b)\right]^2 .
\]

The last step used \(v^2=2E/M_1\). At large \(\kappa b\), \(K_1\) falls as \(e^{-\kappa b}/\sqrt{\kappa b}\), so screening makes \(T\) fall faster than the \(b^{-2}\) that this approximation gives for a bare Coulomb force. At a fixed cutoff this raises the median: with \(T\propto b^{-2}\) the recoil would only double across the ring, and the median would be about 30 eV. The approximation gives 15.8 eV at \(b_c\), where the full value is 15 eV, and 136 eV at \(b_c/\sqrt2\), where it is 120 eV.

**An estimate by hand**

Replace the potential by \(V=Cr^{-s}\). The transverse force is \(sCb/(b^2+z^2)^{(s+2)/2}\). Setting \(z=bq\) in its integral along the path takes out the factor \(b\cdot b\cdot b^{-(s+2)}=b^{-s}\). Thus \(p\propto b^{-s}\) and \(T\propto b^{-2s}\). The cross section for recoils above \(T\) is \(\pi b^2\propto T^{-m}\) with \(m=1/s\), and differentiation gives

\[
d\sigma\propto T^{-1-m}dT .
\]

Extend this small-angle law up to \(T_m\), with \(0<m<1\). Half of the number between \(T_c\) and \(T_m\) must lie above the median:

\[
T_{\rm med}^{-m}-T_m^{-m}=\tfrac12\left(T_c^{-m}-T_m^{-m}\right)
\;\Rightarrow\;
T_{\rm med}=\left[\frac{T_c^{-m}+T_m^{-m}}2\right]^{-1/m}.
\]

The mean is the ratio of two elementary integrals:

\[
\langle T\rangle=\frac{\int_{T_c}^{T_m}T^{-m}dT}{\int_{T_c}^{T_m}T^{-1-m}dT}
=\frac{m}{1-m}\,\frac{T_m^{1-m}-T_c^{1-m}}{T_c^{-m}-T_m^{-m}} .
\]

When \((T_c/T_m)^m\) and \((T_c/T_m)^{1-m}\) are both small, the median tends to \(2^{1/m}T_c\), which is tied to the cutoff. The mean tends to \(\frac{m}{1-m}T_c^{m}T_m^{1-m}\), which also grows with the largest recoil. Their ratio grows as \((T_m/T_c)^{1-m}\).

For \(m=1/2\) the mean reduces to \(\sqrt{T_cT_m}=\sqrt{15\times60\,920}\approx956\) eV, and the median is 58 eV. For \(m=0.3\) they are 2.35 keV and 116 eV. The full potential has a local exponent of 0.30 at the cutoff and 0.37 at the median. No single power fits the whole spectrum, but both choices reproduce the wide gap.

**When the gap closes**

Pairing \(u\) with \(1-u\) gives

\[
\langle T\rangle=\int_0^{1/2}\left[T(u)+T(1-u)\right]du .
\]

If the bracket is never below \(2T(1/2)\), the mean is at least the median. A density of recoils that decreases with \(T\) is sufficient. That density is \(P(T)=-du/dT\), so \(dT/du=-1/P\). As \(u\) rises, \(T\) falls and \(P\) grows, so the curve \(T(u)\) flattens. It is convex, and the pairing condition follows.

Hard spheres of contact distance \(R\) are the borderline case. The impulse acts along the line of centres, so \(T=T_m(1-b^2/R^2)\), which is linear in \(u\). Mean and median are then both \((T_m+T_c)/2\). The gap thus depends on the force law as well as on the cutoff. The next table shows the cutoff's part at a fixed 100 keV.

| \(T_c\) (eV) | median (eV) | mean (eV) | ratio |
|---:|---:|---:|---:|
| 5 | 48 | 1400 | 29 |
| 15 | 120 | 1920 | 16 |
| 30 | 213 | 2370 | 11 |
| 500 | 2120 | 6480 | 3.1 |
| 20 000 | 32 200 | 34 800 | 1.08 |

Lowering \(T_c\) from 15 to 5 eV widens \(b_c\) from 0.0808 to 0.0947 nm and so raises the number of counted collisions by about 37%. It can add at most the 0.3% of the stopping that was left out. The mean therefore falls too: a mean recoil energy without its cutoff is incomplete.

With the cutoff held at 15 eV, lowering the ion energy to 10 keV gives a median of 132 eV and a mean of 640 eV. The median has hardly moved, while the mean has dropped by a factor of three.

**What the 2 keV is good for**

The mean multiplied by the expected number of recoils gives the expected energy transfer. More generally, it suffices for any quantity linear in \(T\). It does not suffice for a threshold question. The fraction of counted recoils above 500 eV is the ratio of disc areas, \((0.0430/0.0808)^2\approx28\%\), so about 72% lie below 500 eV although the mean is 1.92 keV.

The energy is concentrated in few events. Some 15% of the recoils exceed the mean, and they carry 89% of the counted energy. Half of all the counted energy goes to recoils above 18 keV. "Typical" thus means 120 eV if you pick a recoil at random, and 18 keV if you pick a unit of transferred energy at random and take the median.

The standard deviation of one recoil is 6.24 keV, or 3.26 times the mean. Variances of independent recoils add, so the average of \(n\) has relative spread \(3.26/\sqrt n\). In random sampling, the median of this average was 1.16 keV for \(n=10\) and 1.87 keV for \(n=100\), each uncertain by about 0.01 keV because the sample was finite. These samples must come from many ions at the same energy: 100 mean recoils would cost 192 keV, more than one ion has.

**How this compares with a real implant**

Antimony is a donor in silicon, and 100 keV is an ordinary implantation energy. The 15 eV threshold is rough, and in a crystal it depends on direction; the table shows that doubling it raises the median to 213 eV. Changing the screening to the Molière form with the Firsov length gives a median of 111 eV and a mean of 1.56 keV, so this change of potential alone lowers the mean by some 20%. Electronic stopping, by a rough Lindhard–Scharff estimate, is 14% of the nuclear part. It slows the ion between collisions but does not enter the elastic recoil at fixed \(E\). The mean total loss over one free path is about 2% of \(E\), although a single head-on collision can take up to 61%. Thermal and zero-point motion at 300 K blur a 15 eV recoil by about 1 eV. The radius \(b_c\) is below half the neighbour distance, 0.118 nm, which supports treating counted collisions one at a time.

One assumption that can fail completely is the random target. An ion at the centre of an open ⟨110⟩ channel is 0.204 nm from the nearest atomic rows. An isolated atom at that distance would receive about 0.006 eV, far below the cutoff. While the ion stays there it makes no counted recoils, and the distribution above does not apply to it. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Ion Sb: Z1 = 51, M1 = 121.76 u; atom Si: Z2 = 14, M2 = 28.085 u
Ion energy E = 100 keV; cutoff Tc = 15 eV
Z1 Z2 e^2 = 1028.1 eV nm; ZBL length = 0.01088 nm
Centre-of-mass energy = 18.74 keV
Largest recoil Tm = 60.92 keV; Tm/E = 0.6092
Cutoff impact parameter bc = 0.08079 nm
Median impact parameter bc/sqrt2 = 0.05713 nm
Median recoil = 119.8 eV
Mean recoil = 1915.8 eV; mean/median = 15.99
Aim-point count: median 119.9, mean 1916.0 eV
Newton vs integral, largest rel. error = 1.6e-10
Cross section above Tc = 0.02051 nm^2
Si density = 49.97 nm^-3; free path = 0.976 nm
Fraction of recoils above mean = 15.0 %
Energy they carry = 88.9 %
Energy-weighted median = 18.25 keV
Standard deviation of recoil = 6240 eV
Standard deviation/mean = 3.26
Median of average over 10 recoils = 1161 eV
Median of average over 100 recoils = 1867 eV
Impulse recoil at bc = 15.78 eV
Impulse recoil at bc/sqrt2 = 136.1 eV
Local exponent m: at bc 0.304, at median 0.367
Power law m=0.3: median 116.0, mean 2346.2 eV
Power law m=0.5: median 58.2, mean 955.9 eV
Nuclear stopping: integral 39.40, fit 39.43 eV nm^2
Nuclear stopping per length = 1969 eV/nm
Stopping share of T > Tc = 99.70 %
Tc 5 eV: bc 0.0947 nm, median 48.4, mean 1395.4 eV, ratio 28.84
Tc 15 eV: bc 0.0808 nm, median 119.8, mean 1915.8 eV, ratio 15.99
Tc 30 eV: bc 0.0725 nm, median 212.8, mean 2374.7 eV, ratio 11.16
Tc 500 eV: bc 0.0430 nm, median 2119.6, mean 6476.1 eV, ratio 3.06
Tc 5000 eV: bc 0.0236 nm, median 12370.0, mean 17626.9 eV, ratio 1.42
Tc 20000 eV: bc 0.0130 nm, median 32155.6, mean 34759.5 eV, ratio 1.08
E 10 keV, Tc 15 eV: median 131.7, mean 639.9 eV, ratio 4.86
E 30 keV, Tc 15 eV: median 130.6, mean 1143.0 eV, ratio 8.75
Moliere-Firsov: median 110.8, mean 1560.3 eV, ratio 14.08
Electronic stopping (rough) = 5.54 eV nm^2
Electronic/nuclear stopping = 14.1 %
Energy lost per free path = 2.19 % of E
Temperature 300 K; rough Debye temperature 640 K
Thermal recoil spread: 0.97 eV at Tc, 2.75 eV at median
Half neighbour distance = 0.1176 nm
Momentum transfer * bc / hbar at Tc = 363
<110> channel: centre-to-row distance 0.2036 nm, recoil 0.0056 eV
```
